# Inverse dielectric susceptibility and squared spontaneous magnetization under biquadratic coupling, part 2

How does magnetic order below \(T_C\) change the dielectric susceptibility \(\chi\) of a crystal? Let \(P\) be the polarization, \(E\) the macroscopic field inside the crystal and \(M\) the local magnetization. The free-energy density is

\[
F(P,M)=\tfrac12 aP^2+\tfrac14 bP^4+f(M,T)+\tfrac12\gamma P^2M^2-EP .
\tag{2}
\]

Here \(b>0\), \(f\) is the magnetic part, even in \(M\), and \(\gamma\) is the coupling (\(g\) in the computed table). The background \(a(T)\) is the inverse susceptibility without magnetic order, and \(a'=da/dT\). At zero field \(\chi^{-1}=dE/dP=1/[\varepsilon_0(\varepsilon_r-1)]\), with \(\varepsilon_r\) the relative permittivity.

The first derivation minimized \(F\), neglecting thermal fluctuations (mean field), and differentiated the resulting equations of state:

\[
\frac{dE}{dP}=a+3bP^2+\gamma M^2-\frac{4\gamma^2P^2M^2}{f_{MM}+\gamma P^2}.
\tag{7}
\]

Subscripts denote derivatives. The last term, the relaxation term, arises because \(M\) readjusts; it is absent if \(M\) is held fixed. For a paraelectric crystal (\(P=0\) at \(E=0\)), with spontaneous magnetization \(M_s\),

\[
\chi^{-1}(T)=a(T)+\gamma M_s(T)^2 .
\tag{1}
\]

For a ferroelectric crystal with \(f=\tfrac12AM^2+\tfrac14\beta M^4\), \(\beta>0\) and \(P_0^2=-a/b\), the static result in the magnetically ordered phase is

\[
\chi^{-1}=2\left(b-\frac{\gamma^2}{\beta}\right)\left(P_0^2-\frac{\gamma}{b}M_s^2\right),
\tag{13}
\]

which equals \(2(b-\gamma^2/\beta)P^2\).

For spins \(S\) in mean field, with \(k\) the Boltzmann constant, \(M_0\) the saturation magnetization and \(m=M_s/M_0\), minimizing the spin free energy gives

\[
m=c_1\coth(c_1x)-c_2\coth(c_2x).
\tag{8}
\]

Here \(c_1=(2S+1)/(2S)\), \(c_2=1/(2S)\) and \(x=3SmT_C/[(S+1)T]\). Just below \(T_C\), \(M_s^2\simeq M_0^2c_S(1-T/T_C)\), with \(c_S=\frac{10}{3}\,\frac{(S+1)^2}{S^2+(S+1)^2}\), and

\[
\frac{d\chi^{-1}}{dT}=a'-\frac{\gamma M_0^2c_S}{T_C}.
\tag{10}
\]

If the drift of \(a\) is ignored, the apparent coupling near \(T_C\) is

\[
\gamma_{\rm app}=\frac{\chi^{-1}(T)-a(T_C)}{M_s^2}
\simeq\gamma+\frac{a'(T-T_C)}{M_0^2c_S(1-T/T_C)}
=\gamma-\frac{a'T_C}{c_SM_0^2}.
\tag{11}
\]

### The energy at fixed polarization

The second derivation does not differentiate \(M\). Hold \(P\) fixed, let the magnet find its lowest free energy, and treat that minimum as a function of \(P\). With \(s=\tfrac12\gamma P^2\), define

\[
\Phi(s)=\min_M\left[f(M)+sM^2\right].
\tag{14}
\]

The energy of the crystal at polarization \(P\), without the field term, is then

\[
G(P)=\tfrac12aP^2+\tfrac14bP^4+\Phi\!\left(\tfrac12\gamma P^2\right),
\tag{15}
\]

and the field that maintains \(P\) is \(E=dG/dP\).

Let \(M_*(s)\) be the minimizing magnetization, so that \(M_*(0)^2=M_s^2\). Two inequalities determine \(\Phi\) for small \(s\). First, the minimum cannot lie above the value at the trial point \(M_s\):

\[
\Phi(s)\le f(M_s)+sM_s^2=\Phi(0)+sM_s^2 .
\]

Second, \(f(M_*)\) cannot lie below the minimum of \(f\):

\[
\Phi(s)=f(M_*)+sM_*^2\ge\Phi(0)+sM_*(s)^2 .
\]

Together,

\[
sM_*(s)^2\le\Phi(s)-\Phi(0)\le sM_s^2 .
\tag{16}
\]

This holds for either sign of \(s\). If the minimum of \(f\) is unique apart from the sign of \(M\), then \(M_*(s)^2\to M_s^2\) as \(s\to0\). Dividing (16) by \(s\), which reverses the inequalities when \(s<0\), squeezes the quotient to a single limit: \(\Phi'(0)=M_s^2\). Applied about a nonzero \(s\) with a unique minimum, the same argument gives \(\Phi'(s)=M_*(s)^2\).

The chain rule, with \(ds/dP=\gamma P\), now gives

\[
E=\frac{dG}{dP}=aP+bP^3+\gamma PM_*^2 .
\tag{17}
\]

Dividing by \(P\) and letting \(P\to0\) yields

\[
\chi^{-1}=\lim_{P\to0}\frac EP=a+\gamma M_s^2 ,
\]

which is the result of the first derivation. The shift comes from the coupling energy \(\tfrac12\gamma P^2M_s^2\), evaluated in the undisturbed magnetic state as in first-order perturbation theory. Readjustment of the magnet lowers the energy at a higher order in \(P\).

The same route recovers the ferroelectric law. For the quartic magnetic energy in the ordered phase, \(M_*^2=-(A+\gamma P^2)/\beta\), and the minimum over \(M\) is \(-(A+\gamma P^2)^2/(4\beta)\). Expanding the square,

\[
G=\text{const}+\tfrac12\left(a-\frac{\gamma A}{\beta}\right)P^2+\tfrac14\left(b-\frac{\gamma^2}{\beta}\right)P^4 .
\]

Write the two brackets as \(\tilde a\) and \(\tilde b\). Equilibrium requires \(\tilde a+\tilde bP^2=0\), so \(G''=\tilde a+3\tilde bP^2=2\tilde bP^2\), in agreement with the earlier expression.

### Replacing the minimum by a thermal average

The energy route can be carried beyond mean field. Suppose the microscopic coupling acts through neighbouring spins: a uniform polarization adds \(\tfrac12\gamma P^2M_0^2Q\) per volume, where \(Q\) is the product \(\mathbf s_i\cdot\mathbf s_j\) averaged over nearest-neighbour pairs. The spins are normalized so that \(Q=1\) at full alignment. With \(P\) held fixed, differentiating the magnetic free energy \(-kT\ln Z_m\), where \(Z_m\) is the partition function of the spins, gives the thermal average of the derivative of the energy. Hence

\[
\chi^{-1}=a+\gamma M_0^2\langle Q\rangle .
\tag{18}
\]

Here \(a\) refers to uncorrelated spins, and fluctuations of \(P\) remain neglected. Mean field sets \(\langle\mathbf s_i\cdot\mathbf s_j\rangle=m^2\) and returns the linear law. In a real magnet, neighbours stay correlated above \(T_C\), where \(m=0\).

The spherical model estimates the difference. It replaces the fixed length of each spin by the condition that the mean squared length is one. On \(N\) sites its energy is \(-\tfrac12J_s\sum_{\mathbf q}\lambda_{\mathbf q}|s_{\mathbf q}|^2\), with \(J_s\) an exchange constant. For nearest neighbours on a face-centred cubic lattice,

\[
\lambda=\tfrac13(\cos\theta_x\cos\theta_y+\cos\theta_y\cos\theta_z+\cos\theta_z\cos\theta_x),
\]

where the angles are wavevector components times half the lattice constant. A multiplier \(z\) enforces the length condition. The modes are then independent and Gaussian, and equipartition gives \(\langle|s_{\mathbf q}|^2\rangle=K/(z-\lambda_{\mathbf q})\), with \(K\) proportional to temperature.

In the ordered phase \(z\to1\), and the uniform mode carries the weight \(m^2\). Let \(W\) be the average of \(1/(1-\lambda)\) over wavevectors. The length condition becomes \(m^2+KW=1\). The neighbour correlation weights each mode by \(\lambda\). Because \(\lambda/(1-\lambda)=1/(1-\lambda)-1\),

\[
\langle Q\rangle=m^2+K(W-1)=1-K=1-\frac{1-m^2}{W}.
\tag{19}
\]

This is still linear in \(m^2\), but with slope \(1/W\) and a nonzero value \(1-1/W\) at \(T_C\). Numerical integration gives \(W=1.34466\), so in this model about 26 % of the full shift is present at \(T_C\), and the slope against \(M_s^2\) is 74 % of \(\gamma\). Other spin models give other numbers.

A direct mode sum with 64 points along each axis, at half the critical temperature, gives \(m^2=0.508\) and \(\langle Q\rangle=0.628\), against 0.634 from the last form of (19) with this \(m^2\). The difference lies in \(m^2\). The length condition makes the pair sum equal to \(z-K\) on any lattice, which here is already the infinite-lattice value \(1-K=0.628\), whereas \(m^2\) exceeds its limit 0.500. Such an excess is expected on a finite lattice. Near \(\mathbf q=0\), \(1/(1-\lambda)\) grows as \(1/q^2\), and the omitted region has a radius of order \(1/L\) for \(L\) points. In three dimensions it contributes an error of order \(1/L\).

### What each derivation assumes

Both derivations assume the same coupling, uniform order and a paraelectric starting state. They differ in what they ask of the magnet.

The equations of state need a twice differentiable \(f\) and a nonzero \(f_{MM}\). At a continuous transition \(f_{MM}=0\) at \(M=0\), and the relaxation term takes the form \(0/0\) at \(P=0\), so this route approaches \(T_C\) from either side but does not treat the point itself. Its advantage is that it displays the relaxation term. It shows why that term vanishes in a paraelectric crystal, why it survives in a ferroelectric one, and what a probe too fast for \(M\) would measure.

The energy route needs a unique minimum that moves continuously, with no condition on \(f_{MM}\). It therefore includes the continuous transition point. At a discontinuous transition, two states with different \(M^2\) have equal energy, and uniqueness fails. A small \(P\) then favours the smaller \(M^2\) if \(\gamma>0\) and the larger if \(\gamma<0\), because that choice lowers \(sM^2\). Away from coexistence, the law holds on each side.

The energy route also shows what replaces \(M_s^2\) when mean field is abandoned: the thermal average of the magnetic operator that multiplies \(\tfrac12\gamma P^2\). Whether this average remains linear in \(M_s^2\) depends on the magnet. It does so in the ordered spherical model, which is not a proof for other spin models.

### Worked example

Consider a ferromagnetic insulator with an fcc lattice of spins \(S=7/2\), lattice constant 0.514 nm, moment 7 Bohr magnetons and \(T_C=70\) K. The relative permittivity at \(T_C\) is 25. The cubic cell contains four moments, which gives \(M_0=1.912\) MA/m.

Fields are in MV/cm and polarizations in µC/cm², so \(\chi^{-1}\) has the unit (MV/cm)/(µC/cm²), written U below. The background at \(T_C\) is \(a(T_C)=0.4706\) U. The chosen coupling is \(\gamma=-0.006\) U/(MA/m)², or \(-6\times10^{-5}\) (m/F)/(A/m)². The background is taken as \(a(T)=a(T_C)[1-10^{-4}(T-T_C)]\), with \(T\) in K.

At 50 K, equation (8) gives \(M_s=1.348\) MA/m and \(M_s^2=1.817\) (MA/m)². The background is 0.4715 U, so

\[
\chi^{-1}=0.4715-0.006\times1.817=0.4606\ \text{U},
\]

and \(\varepsilon_r=25.52\). At 5 K the mean-field magnetization is saturated to the digits given, and the shift is \(-0.006\times3.656=-0.0219\) U, which is 4.7 % of \(a(T_C)\) in size. Then \(\chi^{-1}=0.4736-0.0219=0.4517\) U, and \(\varepsilon_r=26.00\).

These values were tested by minimizing the spin free energy at fixed \(P\) and taking the curvature at \(P=0\), with \(M_s\) for the formula found separately from (8). At seven temperatures from 80 K to 5 K, the largest difference was \(6.4\times10^{-10}\) U. A straight-line fit of the background-subtracted curvature against \(M_s^2\) returned the slope \(-0.006000\) U/(MA/m)².

For \(S=7/2\), \(c_S=2.077\), and the temperature slope changes on cooling through \(T_C\) by

\[
\frac{0.02194\times2.077}{70}=6.5\times10^{-4}\ \text{U/K}.
\]

The background slope is \(-4.7\times10^{-5}\) U/K. The total slope is therefore negative above \(T_C\) and positive just below it, so in mean field \(\chi^{-1}\) has a cusped maximum at \(T_C\), and the permittivity has a minimum there. Short-range order can remove this feature, as the last section shows. If the drift is ignored, equation (11) gives an apparent coupling near \(T_C\) of \(-0.00557\) U/(MA/m)², smaller in size than the true value by about 7 %. Over a wider range the error grows: the total change between \(T_C\) and 5 K, divided by \(M_s^2\) at 5 K, is \(-0.0052\) U/(MA/m)², about 14 % too small in size.

### The real case and the neglected effects

The lattice constant, moment, transition temperature and permittivity are rough values for europium oxide, a ferromagnetic semiconductor with the rock-salt structure. They place the example in its regime. The coupling, quartic coefficient and background drift are chosen, so the 4.7 % shift is a property of the model and not a measured one. The linear drift cannot persist to absolute zero, where the temperature derivative of the permittivity must vanish by the third law. Between 70 K and 5 K it changes \(a\) by 0.0031 U, about 14 % of the magnetic shift; this indicates how much the choice of background matters. Real crystals also break the mean-field assumption. On the spherical-model estimate, with pair coupling, about 0.0056 U of the shift would already be present at \(T_C\), and the slope would fall from \(-0.0060\) to about \(-0.0045\) U/(MA/m)². The cusped maximum at \(T_C\) also disappears in this model. There \(\langle Q\rangle=z-K\), and \(z-1\) grows only quadratically in \(T-T_C\) above the transition, so the slope of \(\chi^{-1}\) is \(a'-\gamma M_0^2/(WT_C)\approx+1.9\times10^{-4}\) U/K on both sides of \(T_C\). With the same background, \(\chi^{-1}\) has a smooth maximum some 20 to 30 K above \(T_C\). A permittivity minimum at \(T_C\) should therefore not be expected in a real crystal with these parameters. The spherical-model estimate is classical and does not hold at low temperature. There, long-wavelength quantum spin waves lower \(M_s^2\) while hardly changing the correlation between neighbours, so the slope is smaller still and the plot is curved.

Magnetostriction can add a noticeable part. For an assumed magnetic strain of \(10^{-3}\) and an assumed relative change of \(a\) of 10 per unit strain, \(a\) changes by 1 %, which is 21 % of the full magnetic shift in size. It may add to that shift or oppose it. A coupling measured at constant stress already contains this part.

Dielectric nonlinearity is negligible for the chosen \(b=10^{-4}\) (MV/cm)/(µC/cm²)³. A probe field of 0.01 MV/cm produces \(P=0.021\) µC/cm². With \(M\) held fixed, the correction \(3bP^2\) is \(6\times10^{-6}\) of the full magnetic shift.

Conduction is a practical limit, because oxygen-deficient europium oxide can conduct well. A conductivity \(\sigma\) adds a current \(\sigma E\) to the displacement current, whose amplitude is \(\omega\varepsilon_0\varepsilon_rE\) at angular frequency \(\omega\). The loss tangent is therefore \(\sigma/(\omega\varepsilon_0\varepsilon_r)\). At 100 kHz and \(\varepsilon_r=25\), it reaches 0.01 at \(\sigma=1.4\times10^{-8}\) S/cm. A uniform conductivity in parallel leaves the real part of the permittivity unchanged. Blocking contacts or uneven conductivity can alter the measured capacitance, and that effect is not estimated here. The full temperature table is in the numerical output.

## Table of computed values

```
inputs: lattice 0.514 nm, moment 7.0 mu_B, S 3.5
inputs: Tc 70.0 K, permittivity at Tc 25.0
coupling g = -0.006 (MV/cm)/(uC/cm2)/(MA/m)^2
coupling g in SI = -6.00e-05 (m/F)/(A/m)^2
quartic b = 1.0e-04 (MV/cm)/(uC/cm2)^3
background drift = -1.0e-04 per K
saturation magnetization M0 = 1.9122 MA/m
background a(Tc) = 0.47059 (MV/cm)/(uC/cm2)
table: T(K), Ms(MA/m), Ms^2, a(T), 1/chi [(MV/cm)/(uC/cm2)], permittivity
    80  0.0000  0.0000 0.47012 0.47012 25.024
    69  0.3280  0.1076 0.47063 0.46999 25.031
    60  0.9973  0.9947 0.47106 0.46509 25.284
    50  1.3480  1.8171 0.47153 0.46063 25.519
    40  1.5761  2.4841 0.47200 0.45709 25.708
    20  1.8482  3.4159 0.47294 0.45244 25.962
     5  1.9122  3.6564 0.47365 0.45171 26.003
largest |curvature - formula| = 6.4e-10 (MV/cm)/(uC/cm2)
fitted slope against Ms^2 = -0.006000 (MV/cm)/(uC/cm2)/(MA/m)^2
full shift g*M0^2 = -0.02194 (MV/cm)/(uC/cm2)
full shift relative to a(Tc) = -4.66 %
c_S for S = 7/2: 2.0769
slope change at Tc, formula = 6.509e-04 (MV/cm)/(uC/cm2)/K
slope change, curvature at Tc-0.1 K = 6.504e-04 (MV/cm)/(uC/cm2)/K
apparent g if drift ignored = -0.00557 (MV/cm)/(uC/cm2)/(MA/m)^2
relative error of that g = -7.2 %
ferroelectric inputs: a -1.0, b 2.0, beta 0.8, g 0.4 (no unit)
ferroelectric 1/chi just above transition = 2.0000
ferroelectric 1/chi just below (fit) = 1.8000
ferroelectric slope, M relaxed (fit) = -0.7200
ferroelectric slope, M clamped = -0.8000
assumed strain 1.0e-03, dln(a)/d(strain) 10.0
strain shift / full magnetic shift = 21 % in size
fcc Watson integral W = 1.34466, closed form 1.34466
pair correlation at Tc = 0.256 of full value
slope factor with short-range order = 0.744
lattice test (L=64): m^2 0.508, pair sum 0.628, formula 0.634
probe field 0.01 MV/cm gives P = 0.0213 uC/cm2
nonlinear term / full shift = 6.2e-06
conductivity for loss tangent 0.01 at 100 kHz = 1.4e-08 S/cm
```
